\section*{Poisson's trace and the traceless electric field gradient at a nucleus}

\section*{Question}

I describe the quadrupole coupling of a nucleus by the tensor of second derivatives of the electrostatic potential at its site, and I use $V_{xx}+V_{yy}+V_{zz}=0$ to reduce it to $V_{zz}$ and one asymmetry parameter. My justification has been Laplace's equation: the nucleus's own charge is excluded from the potential, so the source-free equation should hold at its position.

But s electrons have a nonzero density at the nucleus, so the point is not free of external charge. Is the trace really zero? If it is not, why do two parameters and the orientation of the axes suffice to describe the spectrum, and where does the trace go? Could it spoil a computed quadrupole frequency?

\section*{Answer}

Laplace's equation does not hold at a nucleus where the electron density is nonzero. The matrix of second derivatives then has a nonzero trace, proportional to that density; in the boron example below it far exceeds the traceless part. The field-gradient tensor of NMR is what remains after that trace has been removed, so it is traceless by definition. The removal is legitimate because the trace moves all spin sublevels of a given nuclear level by the same energy. To see this, one has to follow both the potential and the nuclear charge.

\subsection*{What the second derivatives contain}

I use Hartree atomic units, with electron charge $-1$. Put the nucleus at the origin. Let $\Phi$ be the potential of all the electrons and all the \emph{other} nuclei, and let $n(\mathbf r)$ be the electron number density. Define
\begin{equation}
H_{ij}=\left.\partial_i\partial_j\Phi\right|_{0},\qquad
T=\sum_i H_{ii}.
\end{equation}
Poisson's equation is $\nabla^2\Phi=-4\pi\rho$. At the origin the external charge density is $\rho=-n(0)$, so
\begin{equation}
T=+4\pi n(0). \label{trace}
\end{equation}

To see which part of $H_{ij}$ carries this trace, write the electronic potential at a point $\mathbf R$ with $\mathbf u=\mathbf r-\mathbf R$:
\begin{equation}
\Phi_{\rm e}(\mathbf R)=-\int\frac{n(\mathbf R+\mathbf u)}{u}\,d^3u .
\end{equation}
The derivatives with respect to $\mathbf R$ now act on $n$. At $\mathbf R=0$,
\begin{equation}
H^{\rm e}_{ij}=-\lim_{\epsilon\to0}\int_{u>\epsilon}
\frac{\partial_i\partial_j n}{u}\,d^3u .
\end{equation}
The limit exists for a nonrelativistic density. At its cusp $\partial_i\partial_j n$ grows as $1/u$, so the integrand grows as $1/u^2$, which is integrable in three dimensions.

Integrate by parts twice. The density vanishes at infinity, so surface terms arise from the small sphere alone. Its normal, pointing out of the integration region, is $-\hat{\mathbf u}$. The first integration uses
\begin{equation}
\frac{\partial_i\partial_j n}{u}
=\partial_i\!\left(\frac{\partial_j n}{u}\right)
-(\partial_j n)\,\partial_i\frac1u .
\end{equation}
The surface term has area $\propto\epsilon^2$ and integrand $\propto1/\epsilon$, because the gradient of $n$ stays bounded. It vanishes, leaving
\begin{align}
H^{\rm e}_{ij}
&=\lim_{\epsilon\to0}\int_{u>\epsilon}(\partial_j n)\,\partial_i\frac1u\,d^3u\\
&=\lim_{\epsilon\to0}\left[-\oint \hat u_j\,n\left(-\frac{\hat u_i}{\epsilon^2}\right)\epsilon^2d\Omega
-\int_{u>\epsilon}n\,\partial_i\partial_j\frac1u\,d^3u\right].
\end{align}
This surface term survives. Since $\oint\hat u_i\hat u_j\,d\Omega=(4\pi/3)\delta_{ij}$, it tends to $(4\pi/3)n(0)\delta_{ij}$. In the volume term,
\begin{equation}
\partial_i\frac1u=-\frac{u_i}{u^3},\qquad
\partial_i\partial_j\frac1u=\frac{3u_iu_j-u^2\delta_{ij}}{u^5}.
\end{equation}
Another nucleus, of charge $Z_B$ at $\mathbf R_B$, contributes $Z_B$ times the same second derivative, evaluated at $\mathbf R_B$. Altogether,
\begin{align}
H_{ij}={}&-\lim_{\epsilon\to0}\int_{r>\epsilon}
n(\mathbf r)\frac{3x_ix_j-r^2\delta_{ij}}{r^5}\,d^3r
+\frac{4\pi}{3}n(0)\delta_{ij}\nonumber\\
&+\sum_B Z_B\frac{3R_{B,i}R_{B,j}-R_B^2\delta_{ij}}{R_B^5}.
\label{hessian}
\end{align}

The first and third terms are traceless, because $3r^2-3r^2=0$. The contact term has trace $4\pi n(0)$, in agreement with Eq.~\eqref{trace}. Laplace's equation is therefore correct for the potential of the other nuclei, and also for the electrons if $n(0)=0$, as for a single electron in a p orbital centred on this nucleus.

The shape of the small excluded region matters: an elongated one would give the integral a different limit. Here it is a sphere, so I integrate over spherical shells. The spherical part of $n$ then cancels by angle on each shell, and the quadrupolar ($l=2$) part contributes. I assume that this part vanishes as $r^2$ at the nucleus. The radial integrand is then proportional to $r^2\cdot r^{-3}\cdot r^2=r$, and the integral converges.

The field-gradient tensor is defined as
\begin{equation}
V_{ij}=H_{ij}-\frac{T}{3}\delta_{ij},\qquad \sum_iV_{ii}=0. \label{defV}
\end{equation}

\subsection*{Where the trace goes in the energy}

Let $\rho_N(\mathbf x)$ be the nuclear charge-density operator, with total charge $Z$. To first order in the interaction, with the electron density held fixed, the energy operator within one nuclear level is
\begin{equation}
E=\int\rho_N\Phi\,d^3x
\simeq Z\Phi(0)+\frac12\sum_{ij}H_{ij}M_{ij},\qquad
M_{ij}=\int\rho_N x_ix_j\,d^3x. \label{energy}
\end{equation}
The linear term is absent because a nuclear level of definite parity has no electric dipole matrix elements within it. The term $Z\Phi(0)$ is the point-nucleus energy and does not depend on the spin.

Split the second moment in the same way as $H_{ij}$:
\begin{equation}
Q_{ij}=\int\rho_N(3x_ix_j-r^2\delta_{ij})\,d^3x,\qquad
M_{ij}=\frac13Q_{ij}+\frac13\delta_{ij}Z\langle r^2\rangle ,
\end{equation}
where $Z\langle r^2\rangle=\int\rho_Nr^2d^3x$. Inserting both splittings gives four products:
\begin{align}
\frac12\sum_{ij}H_{ij}M_{ij}
={}&\frac16\sum_{ij}V_{ij}Q_{ij}
+\frac{Z\langle r^2\rangle}{6}\sum_iV_{ii}
+\frac{T}{18}\sum_iQ_{ii}
+\frac{T}{18}\,3Z\langle r^2\rangle\nonumber\\
={}&\frac16\sum_{ij}V_{ij}Q_{ij}
+\frac{2\pi}{3}Z\,n(0)\langle r^2\rangle. \label{split}
\end{align}
The two middle terms vanish because $V$ and $Q$ are traceless. In the last one, $\sum_i\delta_{ii}=3$ and $T=4\pi n(0)$ give the factor $4\pi/6=2\pi/3$.

The trace thus multiplies the size of the nucleus, and the traceless part multiplies its shape. The size term is positive: an extended positive charge samples points away from the centre of the electron cloud, where its potential energy in the field of the electrons is less negative.

\subsection*{Why the spin levels move together}

The operator $S=\int\rho_Nr^2d^3x$ is unchanged by rotations, so it commutes with every component of the nuclear spin $\mathbf I$. Because it commutes with $I_z$, it is diagonal in $m$ within one level. Because it commutes with $I_+$,
\begin{equation}
\langle m{+}1|I_+|m\rangle\langle m|S|m\rangle
=\langle m{+}1|S|m{+}1\rangle\langle m{+}1|I_+|m\rangle .
\end{equation}
The matrix element of $I_+$ is nonzero for $m<I$, so neighbouring diagonal elements of $S$ are equal, and hence all $2I+1$ of them are. The trace term is a number times the identity. It changes no difference between sublevels, and this remains true when a Zeeman term is added to the spin Hamiltonian.

The operators $Q_{ij}$ form a symmetric traceless tensor. By the Wigner--Eckart theorem, within one level they are proportional to the corresponding tensor built from the spin:
\begin{equation}
Q_{ij}=C\left[\frac32(I_iI_j+I_jI_i)-\delta_{ij}I(I+1)\right].
\end{equation}
Define the quadrupole moment, divided by the elementary charge, as $Q=\langle II|Q_{zz}|II\rangle$. Then $Q=C[3I^2-I(I+1)]=C\,I(2I-1)$, which fixes $C=Q/[I(2I-1)]$ for $I\ge1$. For $I=1/2$ the spin tensor vanishes and there is no quadrupole splitting, but the common shift remains.

\subsection*{Levels for spin 3/2}

A symmetric traceless tensor has five independent components. Three angles fix its principal axes, and two numbers fix its principal values. Take these axes for $V$, ordered so that $|V_{zz}|$ is largest, and set $\eta=(V_{xx}-V_{yy})/V_{zz}$. Together with $V_{xx}+V_{yy}=-V_{zz}$ this gives
\begin{equation}
V_{xx}=-\tfrac12(1-\eta)V_{zz},\qquad V_{yy}=-\tfrac12(1+\eta)V_{zz}.
\end{equation}
The $\delta_{ij}$ part of $Q_{ij}$ drops out against the traceless $V$. Hence
\begin{align}
\frac16\sum_{ij}V_{ij}Q_{ij}
&=\frac C2\left(V_{xx}I_x^2+V_{yy}I_y^2+V_{zz}I_z^2\right)\\
&=\frac{CV_{zz}}4\left[2I_z^2-I_x^2-I_y^2+\eta(I_x^2-I_y^2)\right]\\
&=\frac{CV_{zz}}4\left[3I_z^2-I(I+1)+\frac\eta2(I_+^2+I_-^2)\right].
\end{align}
The last line uses $I_x^2+I_y^2=I(I+1)-I_z^2$ and $I_\pm=I_x\pm iI_y$.

For $I=3/2$, $C=Q/3$. The diagonal part of the bracket is $27/4-15/4=3$ for $m=\pm3/2$ and $3/4-15/4=-3$ for $m=\pm1/2$. The operators $I_\pm^2$ connect $3/2$ with $-1/2$, and $1/2$ with $-3/2$. Each matrix element is $2\sqrt3$, so the off-diagonal entry is $\sqrt3\,\eta$. Both $2\times2$ blocks have eigenvalues $\pm\sqrt{9+3\eta^2}$. Multiplying by $QV_{zz}/12$ and restoring the size term gives, apart from $Z\Phi(0)$,
\begin{equation}
E_\pm=\frac{2\pi}{3}Zn(0)\langle r^2\rangle
\pm\frac{QV_{zz}}4\sqrt{1+\frac{\eta^2}{3}} . \label{levels}
\end{equation}
The zero-field transition energy is $\tfrac12|QV_{zz}|\sqrt{1+\eta^2/3}$. The contact density does not appear in it.

\subsection*{Numbers for boron in BF$_3$}

Consider planar BF$_3$ with its threefold axis along $z$ and a chosen bond length of $1.31$~\AA. I computed the density by restricted Hartree--Fock, with the uncontracted cc-pVTZ basis on boron and cc-pVTZ on fluorine. Differentiating the resulting potential numerically at the boron site, by fourth-order finite differences, gives in atomic units
\begin{equation}
H_{xx}=H_{yy}=284.985,\qquad H_{zz}=285.512 .
\end{equation}
The digits are kept for the subtraction that follows; they do not express the accuracy of the model. The sum is $T=855.48$. The density evaluated at the nucleus is $n(0)=68.077$ bohr$^{-3}$, and $4\pi n(0)=855.48$ as well. Removing one third of the trace,
\begin{equation}
V_{zz}=285.512-285.161=0.351,\qquad
V_{xx}=V_{yy}=284.985-285.161=-0.176 .
\end{equation}
Thus $\eta=0$, as the threefold axis requires. Equation~\eqref{hessian} shows what makes up $V_{zz}$: the shell integral, evaluated on a numerical grid, is $2.131$, and the fluorine nuclei give $-1.780$. Their sum is $0.351$.

For boron-11, with $I=3/2$, take the rough values $Q=0.04$ barn and a root-mean-square charge radius of $2.4$ fm. In atomic units these are $Q=1.428\times10^{-9}$ and $\langle r^2\rangle=2.057\times10^{-9}$ bohr$^2$. One hartree divided by Planck's constant is $6.580\times10^9$ MHz, so, with $V_{zz}=0.3514$ before rounding, the two parts of Eq.~\eqref{levels} are
\begin{align}
\frac{2\pi}{3}(5)(68.08)(2.057\times10^{-9})(6.580\times10^9\ \text{MHz})
&\approx9.6\times10^3\ \text{MHz},\\
\frac{(1.428\times10^{-9})(0.3514)}4(6.580\times10^9\ \text{MHz})
&\approx0.83\ \text{MHz}.
\end{align}
The $m=\pm3/2$ pair lies $0.83$ MHz above the common shift and the $m=\pm1/2$ pair $0.83$ MHz below it. In this basis the transition is at about $1.7$ MHz. The common shift is nearly six thousand times larger and leaves no mark on this frequency.

The trace does spoil a calculation if the raw $H_{zz}$ is inserted where $V_{zz}$ belongs. The predicted transition would then be about $1.3\times10^3$ MHz, too large by a factor of about $800$. A program that returns second derivatives of the potential must therefore be asked whether it has already removed the trace.

These frequencies belong to a fixed molecule at the Hartree--Fock level. Electron correlation, relativity, vibration and the surroundings are left out. Gaussian functions also lack the cusp at the nucleus. For the one-electron ion B$^{4+}$, the same boron basis gives $n(0)=38.3$ bohr$^{-3}$, which is $3.8\%$ below the analytic value $Z^3/\pi=39.8$ bohr$^{-3}$. This indicates the scale of the basis error in the contact density; it is not a bound for BF$_3$. Neither part of the tensor is converged in this basis. Adding tight functions on boron (four s, two p and three d, with exponents continuing upward from the largest ones by factors of 4, 3 and 3) raises the Hartree--Fock $n(0)$ by $3.7\%$ to $70.6$ bohr$^{-3}$ and lowers $V_{zz}$ by $6\%$ to $0.329$. The transition moves from $1.65$ to $1.55$ MHz, the common shift to $1.0\times10^4$ MHz, and the two ratios above to about $6500$ and $900$. With the PBE0 density functional in that larger basis, $V_{zz}=0.285$ and the transition is at $1.34$ MHz. The frequency is thus uncertain by some tenths of a MHz, while the disparity between trace and traceless part is unaffected.

\subsection*{Where the trace can be observed}

The cancellation requires the same nuclear level and the same electronic state on both sides of the difference. Compare instead two electronic environments $a,b$ and two nuclei $1,2$ of equal $Z$ but different radius. The size terms leave the double difference
\begin{align}
\delta E&=\frac{2\pi}{3}Z\left\{[n_a(0)-n_b(0)]\langle r^2\rangle_2
-[n_a(0)-n_b(0)]\langle r^2\rangle_1\right\}\nonumber\\
&=\frac{2\pi}{3}Z\,[n_a(0)-n_b(0)]\,
\left[\langle r^2\rangle_2-\langle r^2\rangle_1\right].
\end{align}
For two isotopes this is the field part of the isotope shift. For two levels of one nucleus, seen through the gamma transition between them, it is the isomer shift of M\"ossbauer spectroscopy.

As an illustration of size, the free two-electron ion B$^{3+}$ in the same boron basis and at the same level of theory has $n(0)=66.82$ bohr$^{-3}$, which is $1.26$ bohr$^{-3}$ less than in BF$_3$. If $\langle r^2\rangle$ is assumed to grow by $1\%$, then $\delta E/h\approx1.8$ MHz. The result scales linearly with the assumed change of radius, which was chosen only for illustration. The density difference is smaller than a $3.8\%$ error in either density would be, so the figure relies on the basis errors largely cancelling. They do so to about $4\%$: with the tight boron functions described above, the difference becomes $1.31$ bohr$^{-3}$ and $\delta E/h$ moves from $1.79$ to $1.85$ MHz. Mass-dependent isotope shifts are not included.

\subsection*{How small the nucleus must be}

Equation~\eqref{energy} stops at second order. For nuclei with $I\ge2$ this neglects a possible hexadecapole moment, which couples to fourth derivatives of the potential. For the size term it requires $n$ to be nearly constant across the nucleus. For a hydrogen-like 1s density, $n\simeq n(0)(1-2Zr)$ near the origin. Integrating the radial Poisson equation once, and then again, gives
\begin{align}
r^2\Phi'(r)&=4\pi n(0)\left(\frac{r^3}{3}-\frac{Zr^4}{2}\right),\\
\Phi(r)-\Phi(0)&=\frac{2\pi}{3}n(0)\left(r^2-Zr^3\right).
\end{align}
For a uniformly charged sphere of radius $R$, the averages are $\langle r^2\rangle=3R^2/5$ and $\langle r^3\rangle=R^3/2$. The size term is therefore multiplied by
\begin{equation}
1-Z\frac{\langle r^3\rangle}{\langle r^2\rangle}=1-\frac56ZR .
\end{equation}
The root-mean-square radius of $2.4$ fm used above corresponds to $R=\sqrt{5/3}\times2.4\ \text{fm}\approx3.1$ fm, so $ZR\approx2.9\times10^{-4}$ in atomic units and the correction is $-2.4\times10^{-4}$ relative to the leading size term. This keeps the cusped point-nucleus density fixed. A finite nucleus rounds off the cusp and changes the density inside it by a relative amount also of order $ZR$, so the figure gives the order of the nonrelativistic finite-size correction, not its coefficient. Relativity is a separate effect and, even for boron, a larger one: the point-nucleus Dirac 1s density grows as $r^{2\gamma-2}$ near the origin, with $\gamma=\sqrt{1-(Z\alpha)^2}$ and $\alpha$ the fine-structure constant, and averaged over the same sphere it raises the size term by about $1\%$. These corrections change the amount of the common shift but not its independence of $m$, since a spherical potential also couples to a rotationally invariant nuclear operator. When $ZR$ is not small, or when relativity makes the density vary strongly inside the nucleus, $n(0)\langle r^2\rangle$ must be replaced by an integral over the actual nuclear charge.
